# The Nernst Coefficient and Four-Coefficient Analysis of a Degenerate Parabolic Band: a program that tests the result

```python
"""
Result under test: for a degenerate isotropic parabolic band with relaxation
time tau(E) = tau_F (E/E_F)^r, the low-field isothermal Nernst coefficient is
    N = (pi^2/3) (kB/e) (kB T/E_F) mobility r,
and conductivity, Hall, Seebeck and Nernst coefficients together give the
density n, mass m, relaxation time tau_F and exponent r.
Conventions: B along z, temperature gradient along x, no electric current,
S = E_x/(dT/dx), N = E_y/(B (-dT/dx)), R_H = E_y/(j_x B).
Band energies are in eV, all other internal quantities are in SI units.
The general band obeys E(1 + alpha E) = hbar^2 k^2/(2 edge_mass);
alpha = 0 is the parabolic band.
"""
import numpy as np
from scipy.constants import e, hbar, k as kB, m_e, epsilon_0, pi
from scipy.linalg import expm
from scipy.optimize import brentq

GAUSS_X, GAUSS_W = np.polynomial.legendre.leggauss(400)


def make_band(edge_mass, alpha=0.0):
    def wavevector(E):
        return np.sqrt(2 * edge_mass * e * E * (1 + alpha * E)) / hbar

    def transport_mass(E):
        return edge_mass * (1 + 2 * alpha * E)
    return wavevector, transport_mass


def local_tensor(E, B, band, tau, charge):
    """Conductivity components xx and xy of carriers at energy E."""
    wavevector, mass = band
    s = charge**2 * wavevector(E)**3 * tau(E) / (3 * pi**2 * mass(E))
    b = charge * B * tau(E) / mass(E)
    return s / (1 + b**2), s * b / (1 + b**2)


def transport(n, T, B, band, tau, charge=-e):
    """Full thermal integrals at fixed density, with no Sommerfeld expansion."""
    kT = kB * T / e

    def thermal_nodes(zeta):
        low, high = max(-zeta / kT, -40.0), 40.0
        x = 0.5 * (high - low) * GAUSS_X + 0.5 * (high + low)
        weight = 0.5 * (high - low) * GAUSS_W / (4 * np.cosh(x / 2)**2)
        return x, weight

    def density_error(zeta):
        x, weight = thermal_nodes(zeta)
        states = band[0](zeta + kT * x)**3 / (3 * pi**2)
        return np.sum(weight * states) / n - 1

    zeta = brentq(density_error, 0.05, 2.0, xtol=1e-15, rtol=1e-14)
    x, weight = thermal_nodes(zeta)
    xx, xy = local_tensor(zeta + kT * x, B, band, tau, charge)

    def moment(power):
        a = np.sum(weight * x**power * xx)
        c = np.sum(weight * x**power * xy)
        return np.array([[a, c], [-c, a]])

    rho = np.linalg.inv(moment(0))
    alpha_tensor = kB / charge * moment(1)
    thermopower = rho @ alpha_tensor
    kappa = kB**2 * T / e**2 * moment(2) - T * alpha_tensor @ thermopower
    return dict(sigma=1 / rho[0, 0], hall=rho[1, 0] / B,
                seebeck=thermopower[0, 0], nernst=-thermopower[1, 0] / B,
                thermopower=thermopower, kappa=kappa)


def analyse(data, T):
    """Leading-order inversion of the four measured coefficients."""
    mobility = abs(data["hall"]) * data["sigma"]
    n = 1 / (e * abs(data["hall"]))
    kf = (3 * pi**2 * n)**(1 / 3)
    C = pi**2 * kB**2 * T / (3 * e)
    difference = abs(data["seebeck"]) - data["nernst"] / mobility
    mass = hbar**2 * kf**2 * difference / (3 * C)
    return dict(n=n, mobility=mobility, mass=mass, tau=mass * mobility / e,
                r=1.5 * data["nernst"] / mobility / difference,
                fermi=hbar**2 * kf**2 / (2 * mass) / e)


def adiabatic_nernst(data, B, extra_kappa):
    """Nernst coefficient when no heat flows along y."""
    kap, M = data["kappa"], data["thermopower"]
    gradient_ratio = -kap[1, 0] / (kap[1, 1] + extra_kappa)
    return -(M[1, 0] + M[1, 1] * gradient_ratio) / B


# Rough typical parameters of a degenerate amorphous indium zinc oxide film
n0, mass0, mob0, r0, T0 = 3e26, 0.35 * m_e, 40e-4, 1.0, 300.0
B_low = 0.01
tau0 = mass0 * mob0 / e
kf0 = (3 * pi**2 * n0)**(1 / 3)
EF0 = hbar**2 * kf0**2 / (2 * mass0) / e
band0 = make_band(mass0)


def power_tau(r, fermi=EF0, tau_f=tau0):
    return lambda E: tau_f * (E / fermi)**r


def nernst_law(r, T):
    return pi**2 / 3 * kB / e * (kB * T / (EF0 * e)) * mob0 * r


# Test: local tensor against a path integral over cyclotron orbits
edge_mass, alpha = 0.25 * m_e, 0.3
kane = make_band(edge_mass, alpha)
E_test, dE = 0.5, 1e-5
k_test = kane[0](E_test)
dk_dE = (kane[0](E_test + dE) - kane[0](E_test - dE)) / (2 * dE * e)
speed = 1 / (hbar * dk_dE)
states_per_energy = k_test**2 * dk_dE / pi**2
cosines, cos_weights = np.polynomial.legendre.leggauss(8)
angles = np.arange(12) * 2 * pi / 12
velocity_average = np.zeros((2, 2))
for cosine, cw in zip(cosines, cos_weights):
    for angle in angles:
        v = speed * np.sqrt(1 - cosine**2) * np.array(
            [np.cos(angle), np.sin(angle)])
        velocity_average += np.outer(v, v) * cw / 2 / 12
B_test = 80.0
turn = -e * B_test * speed / (hbar * k_test)
generator = turn * np.array([[0.0, 1.0], [-1.0, 0.0]])
times, time_weights = np.polynomial.laguerre.laggauss(30)
memory = sum(w * tau0 * expm(-generator * t * tau0)
             for t, w in zip(times, time_weights))
orbit_tensor = e**2 * states_per_energy * velocity_average @ memory.T
formula_xx, formula_xy = local_tensor(
    E_test, B_test, kane, lambda E: tau0, -e)
assert abs(orbit_tensor[0, 0] / formula_xx - 1) < 1e-6
assert abs(orbit_tensor[0, 1] / formula_xy - 1) < 1e-6

# Test: Nernst law, with an error falling as temperature squared
error_ratios = []
for r in (-0.5, 1.0, 1.5):
    errors = [transport(n0, T, B_low, band0, power_tau(r))["nernst"]
              / nernst_law(r, T) - 1 for T in (100.0, 50.0)]
    assert abs(errors[1]) < 1e-3
    error_ratios.append(errors[0] / errors[1])
    assert 3.8 < error_ratios[-1] < 4.2

# Test: cancellation for constant relaxation time, even at 300 K
zero_case = transport(n0, T0, B_low, band0, power_tau(0.0))
assert abs(zero_case["nernst"]) < 1e-8 * kB / e * mob0

# Test: carrier sign reverses Hall and Seebeck but leaves Nernst unchanged
electrons = transport(n0, T0, B_low, band0, power_tau(r0))
holes = transport(n0, T0, B_low, band0, power_tau(r0), charge=e)
assert electrons["hall"] < 0 < holes["hall"]
assert electrons["seebeck"] < 0 < holes["seebeck"]
assert abs(holes["nernst"] / electrons["nernst"] - 1) < 1e-8

# Test: field dependence and four-coefficient inversion in the cold limit
T_cold = 20.0
cold = transport(n0, T_cold, B_low, band0, power_tau(r0))
strong = transport(n0, T_cold, 0.5 / mob0, band0, power_tau(r0))
assert abs(strong["nernst"] / cold["nernst"] * 1.25 - 1) < 2e-3
S_law = pi**2 / 3 * kB / e * kB * T_cold / (EF0 * e) * (1.5 + r0)
assert abs(-cold["seebeck"] / S_law - 1) < 1e-3
cold_fit = analyse(cold, T_cold)
for name, truth in (("n", n0), ("mass", mass0), ("tau", tau0), ("r", r0)):
    assert abs(cold_fit[name] / truth - 1) < 1e-3

# Room-temperature example: remaining errors are of order (kB T/E_F)^2
fit = analyse(electrons, T0)
assert abs(fit["mass"] / mass0 - 1) < 0.02
assert abs(fit["tau"] / tau0 - 1) < 0.03
assert abs(fit["r"] / r0 - 1) < 0.04

# Test: propagation of a small Nernst error through the inversion
nudged = analyse(dict(electrons, nernst=electrons["nernst"] * 1.0001), T0)
mass_slope = (nudged["mass"] / fit["mass"] - 1) / 1e-4
r_slope = (nudged["r"] / fit["r"] - 1) / 1e-4
assert abs(mass_slope + 2 * fit["r"] / 3) < 1e-3
assert abs(r_slope - 1 - 2 * fit["r"] / 3) < 1e-3
shifted = analyse(dict(electrons, nernst=electrons["nernst"] * 1.1), T0)

# Test: nonparabolic band gives its transport mass but a shifted exponent
Ep = hbar**2 * kf0**2 / (2 * edge_mass) / e
EF_kane = (np.sqrt(1 + 4 * alpha * Ep) - 1) / (2 * alpha)
mt_kane = kane[1](EF_kane)
tau_kane = power_tau(r0, EF_kane, mt_kane * mob0 / e)
kane_cold = analyse(transport(n0, T_cold, B_low, kane, tau_kane), T_cold)
u = alpha * EF_kane
r_kane = r0 * (1 + u) / (1 + 2 * u) - 2 * u * (1 + u) / (1 + 2 * u)**2
assert abs(kane_cold["mass"] / mt_kane - 1) < 1e-3
assert abs(kane_cold["r"] - r_kane) < 2e-3
kane_room = analyse(transport(n0, T0, B_low, kane, tau_kane), T0)

# Test: screened impurities, with the scattering angle integrated numerically
eps_rel = 9.0
qs2 = e**2 * 1.5 * n0 / (EF0 * e) / (eps_rel * epsilon_0)
angle_x, angle_w = np.polynomial.legendre.leggauss(60)


def impurity_rate_shape(E):
    kk = np.atleast_1d(band0[0](E))[:, None]
    integrand = (1 - angle_x) / (2 * kk**2 * (1 - angle_x) + qs2)**2
    return kk[:, 0] * (integrand @ angle_w)


rate_at_fermi = impurity_rate_shape(EF0)[0]


def impurity_tau(E):
    return tau0 * rate_at_fermi / impurity_rate_shape(E)


step = 1e-4
r_slope_imp = np.log(impurity_tau(EF0 * np.exp(step))[0]
                     / impurity_tau(EF0 * np.exp(-step))[0]) / (2 * step)
xi = 4 * kf0**2 / qs2
F = np.log(1 + xi) - xi / (1 + xi)
r_imp = 1.5 - xi**2 / ((1 + xi)**2 * F)
assert abs(r_slope_imp - r_imp) < 1e-6
imp_fit = analyse(transport(n0, T_cold, B_low, band0, impurity_tau), T_cold)
assert abs(imp_fit["r"] - r_imp) < 2e-3

# Test: shift caused by a transverse temperature gradient
lattice_cold = 0.1
kappa_share = cold["kappa"][0, 0] / (cold["kappa"][0, 0] + lattice_cold)
shift_full = adiabatic_nernst(cold, B_low, lattice_cold) - cold["nernst"]
shift_law = -abs(cold["seebeck"]) * mob0 * kappa_share
assert abs(shift_full / shift_law - 1) < 3e-3

# Rough film, glass and lattice values used to size the thermal error
film, glass, kappa_glass, kappa_lattice = 200e-9, 0.7e-3, 1.0, 1.5
free_N = adiabatic_nernst(electrons, B_low, kappa_lattice)
glass_N = adiabatic_nernst(
    electrons, B_low, kappa_lattice + kappa_glass * glass / film)
B_use, gradient, width = 1.0, 1000.0, 5e-3
signal = electrons["nernst"] * B_use * gradient * width


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Input density", n0 / 1e6, "cm^-3")
show("Input mass", mass0 / m_e, "m_e")
show("Input mobility", mob0 * 1e4, "cm2/Vs")
show("Input exponent r", r0)
show("Temperature", T0, "K")
show("Fermi wavevector", kf0 * 1e-9, "nm^-1")
show("Fermi energy", EF0, "eV")
show("kB T / E_F", kB * T0 / (e * EF0))
show("Input relaxation time", tau0 * 1e15, "fs")
show("Full conductivity", electrons["sigma"] / 100, "S/cm")
show("Full Hall coefficient", electrons["hall"] * 1e6, "cm3/C")
show("Full Seebeck", electrons["seebeck"] * 1e6, "uV/K")
show("Leading Seebeck", -S_law * T0 / T_cold * 1e6, "uV/K")
show("Full Nernst", electrons["nernst"] * 1e9, "nV/(K T)")
show("Leading Nernst", nernst_law(r0, T0) * 1e9, "nV/(K T)")
show("Hall mobility", fit["mobility"] * 1e4, "cm2/Vs")
show("N / mobility", electrons["nernst"] / fit["mobility"] * 1e6, "uV/K")
show("Recovered density", fit["n"] / 1e6, "cm^-3")
show("Recovered mass", fit["mass"] / m_e, "m_e")
show("Recovered Fermi energy", fit["fermi"], "eV")
show("Recovered relaxation time", fit["tau"] * 1e15, "fs")
show("Recovered r", fit["r"])
kf_fit = (3 * pi**2 * fit["n"])**(1 / 3)
C0 = pi**2 * kB**2 * T0 / (3 * e)
for guess in (-0.5, 0.0, 1.5):
    m_guess = (abs(electrons["seebeck"]) * hbar**2 * kf_fit**2
               / (2 * C0 * (1.5 + guess)))
    show(f"Mass from S alone if r={guess}", m_guess / m_e, "m_e")
show("Mass change for N +10%", 100 * (shifted["mass"] / fit["mass"] - 1), "%")
show("r change for N +10%", 100 * (shifted["r"] / fit["r"] - 1), "%")
show("Magnetic field in use", B_use, "T")
show("Temperature gradient", gradient / 1000, "K/mm")
show("Contact separation", width * 1000, "mm")
show("Nernst voltage", signal * 1e6, "uV")
show("Field correction (mu B)^2", (mob0 * B_use)**2)
show("k_F times mean free path", hbar * kf0**2 * mob0 / e)
show("Level width hbar/tau", hbar / tau0 / e, "eV")
show("Nonparabolic edge mass", edge_mass / m_e, "m_e")
show("Nonparabolicity alpha", alpha, "1/eV")
show("Nonparabolic Fermi energy", EF_kane, "eV")
show("Its transport mass", mt_kane / m_e, "m_e")
show("Its recovered mass, 300 K", kane_room["mass"] / m_e, "m_e")
show("Its apparent r, cold limit", r_kane)
show("Its apparent r, 300 K", kane_room["r"])
show("Relative permittivity", eps_rel)
show("Screening parameter xi", xi)
show("Screened-impurity r", r_imp)
show("Film thickness", film * 1e9, "nm")
show("Glass thickness", glass * 1e3, "mm")
show("Glass thermal conductivity", kappa_glass, "W/(m K)")
show("Film lattice conductivity", kappa_lattice, "W/(m K)")
show("Film electron conductivity", electrons["kappa"][0, 0], "W/(m K)")
show("Free-film adiabatic Nernst", free_N * 1e9, "nV/(K T)")
show("N shift on glass", 100 * (glass_N / electrons["nernst"] - 1), "%")
show("Error ratio 100 K/50 K, r=-0.5", error_ratios[0])
show("Error ratio 100 K/50 K, r=1", error_ratios[1])
show("Error ratio 100 K/50 K, r=1.5", error_ratios[2])
print("PASS")
```

Running it gives:

```
Input density: 3e+20 cm^-3
Input mass: 0.35 m_e
Input mobility: 40 cm2/Vs
Input exponent r: 1
Temperature: 300 K
Fermi wavevector: 2.071 nm^-1
Fermi energy: 0.4669 eV
kB T / E_F: 0.05537
Input relaxation time: 7.96 fs
Full conductivity: 1947 S/cm
Full Hall coefficient: -0.02101 cm3/C
Full Seebeck: -38.82 uV/K
Leading Seebeck: -39.24 uV/K
Full Nernst: 62.66 nV/(K T)
Leading Nernst: 62.79 nV/(K T)
Hall mobility: 40.9 cm2/Vs
N / mobility: 15.32 uV/K
Recovered density: 2.971e+20 cm^-3
Recovered mass: 0.347 m_e
Recovered Fermi energy: 0.4679 eV
Recovered relaxation time: 8.068 fs
Recovered r: 0.9781
Mass from S alone if r=-0.5: 0.8599 m_e
Mass from S alone if r=0.0: 0.5733 m_e
Mass from S alone if r=1.5: 0.2866 m_e
Mass change for N +10%: -6.521 %
r change for N +10%: 17.67 %
Magnetic field in use: 1 T
Temperature gradient: 1 K/mm
Contact separation: 5 mm
Nernst voltage: 0.3133 uV
Field correction (mu B)^2: 1.6e-05
k_F times mean free path: 11.29
Level width hbar/tau: 0.08269 eV
Nonparabolic edge mass: 0.25 m_e
Nonparabolicity alpha: 0.3 1/eV
Nonparabolic Fermi energy: 0.5597 eV
Its transport mass: 0.334 m_e
Its recovered mass, 300 K: 0.3332 m_e
Its apparent r, cold limit: 0.6545
Its apparent r, 300 K: 0.6403
Relative permittivity: 9
Screening parameter xi: 8.853
Screened-impurity r: 0.9189
Film thickness: 200 nm
Glass thickness: 0.7 mm
Glass thermal conductivity: 1 W/(m K)
Film lattice conductivity: 1.5 W/(m K)
Film electron conductivity: 1.424 W/(m K)
Free-film adiabatic Nernst: -16.86 nV/(K T)
N shift on glass: -0.1059 %
Error ratio 100 K/50 K, r=-0.5: 4.025
Error ratio 100 K/50 K, r=1: 3.945
Error ratio 100 K/50 K, r=1.5: 3.993
PASS
```
